# Two nearly open contacts: two-channel Kondo mapping and Majorana crossover: a program that tests the result

```python
# RESULT UNDER TEST
# A metallic island with two nearly open, spin-polarized contacts has, for
# temperature T and width Gamma far below the charging energy E_C,
#   G(T) = (e^2/2h) * [1 - x*trigamma(1/2 + x)],  x = Gamma/(2 pi kB T),
#   Gamma = (2 exp(gamma_E) E_C/pi^2)*(RL + RR + 2 sqrt(RL RR) cos(2 pi Ng)).
# RL, RR: reflection probabilities of the contacts; Ng: gate charge in units of e.
# Gamma is the width of a local Majorana level. The same level, with width
# Gamma_minus + Delta^2/Gamma_plus, governs the two-channel Kondo model
# (Delta: field, Gamma_plus/minus: widths from the sum/difference of couplings).
# wc = 2 E_C/pi is the relaxation rate of the island charge (hbar = kB = 1).
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import digamma, polygamma, expit

EULER = np.euler_gamma


def majorana_width(charging, refl_l, refl_r, gate):
    interference = 2 * np.sqrt(refl_l * refl_r) * np.cos(2 * np.pi * gate)
    return 2 * np.exp(EULER) * charging / np.pi**2 * (refl_l + refl_r + interference)


def reduced_conductance(width, temp):
    """G divided by e^2/2h from the closed formula."""
    x = width / (2 * np.pi * temp)
    return 1 - x * polygamma(1, 0.5 + x)


def second_order_loss(temp, wc, refl_l, refl_r, gate):
    """1 - G/(e^2/2h) to second order in reflection amplitude, any T/E_C.
    Keeps the full thermal dynamics of the island-charge mode."""
    x = wc / (2 * np.pi * temp)
    log_amp = np.log(2 * np.pi * temp) + EULER + digamma(1 + x) - 1 / (2 * x)
    s = np.linspace(1e-9, np.arcsinh(80 * temp / wc), 3001)
    omega = wc * np.sinh(s)
    weight = np.tanh(s) / np.sinh(omega / (2 * temp))
    time = np.linspace(0, 18 / (np.pi * temp), 601)
    corr = np.array([simpson(weight * np.cos(omega * t), x=s) for t in time])
    cross = 2 * np.sqrt(refl_l * refl_r) * np.cos(2 * np.pi * gate)
    bracket = ((refl_l + refl_r) * np.exp(log_amp + corr)
               + cross * np.exp(log_amp - corr))
    return 2 * simpson(bracket / np.cosh(np.pi * temp * time), x=time) / 4


# --- Test: boson Coulomb gas equals Majorana Pfaffian (refermionization) ---
def pfaffian(m):
    n = len(m)
    if n == 0:
        return 1.0
    total = 0.0
    for j in range(1, n):
        keep = [k for k in range(1, n) if k != j]
        total += (-1) ** (j - 1) * m[0, j] * pfaffian(m[np.ix_(keep, keep)])
    return total


rng = np.random.default_rng(3)
gas_error = 0.0
for n_times in (2, 4, 6):
    tau = np.sort(rng.random(n_times))[::-1]
    sines = np.sin(np.pi * (tau[:, None] - tau[None, :]))
    gas = 0.0
    for q in itertools.product((1, -1), repeat=n_times):
        if sum(q) == 0:
            gas += np.prod([sines[i, j] ** (q[i] * q[j])
                            for i in range(n_times) for j in range(i + 1, n_times)])
    inverse = 1 / (sines + np.eye(n_times)) * (1 - np.eye(n_times))
    fermi = 2 ** (n_times // 2) * pfaffian(inverse)
    gas_error = max(gas_error, abs(gas / fermi - 1))
assert gas_error < 1e-8

# --- Test: pinning factor of the charge mode from the explicit Matsubara sum ---
cutoff, wc_test, t_test = 3000.0, 1.0, 0.02
freq = 2 * np.pi * t_test * np.arange(1, 1000001)
u_squared = np.pi * t_test * (1 / wc_test
                              + 2 * np.sum(np.exp(-freq / cutoff) / (freq + wc_test)))
pin_sum = cutoff * np.exp(-u_squared) / wc_test
assert abs(pin_sum / np.exp(EULER) - 1) < 0.01   # corrections (T/wc)^2, (wc/D) ln D


# --- Test: Andreev probability by wave matching on a lattice ---
def lattice_andreev(energy, t_imp):
    """Half-infinite chain, hopping 1; end site coupled to a Majorana level."""
    k = np.arccos(energy / 2)
    out = np.exp(-1j * k)
    # unknowns: normal amplitude, Andreev amplitude, level amplitude
    a = np.array([[1, 0, -t_imp], [0, 1, -t_imp],
                  [-t_imp * out, -t_imp * out, energy]], complex)
    b = np.array([-1, 0, t_imp * np.exp(1j * k)], complex)
    normal, andreev, _ = np.linalg.solve(a, b)
    return abs(normal) ** 2, abs(andreev) ** 2


t_imp = 0.03
width_lat = 2 * t_imp**2
andreev_rows = []
for ratio in (0.3, 1.0, 3.0):
    p_n, p_a = lattice_andreev(ratio * width_lat, t_imp)
    assert abs(p_n + p_a - 1) < 1e-10
    assert abs(p_a - 1 / (1 + ratio**2)) < 2e-3   # finite bandwidth, order t_imp^2
    andreev_rows.append((ratio, p_a, 1 / (1 + ratio**2)))


# --- Test: Kondo-side Majorana model has the predicted low-energy width ---
def level_entropy(y):
    return np.log1p(np.exp(-y)) + y * expit(-y)


def resonant_entropy(width, temp):
    return quad(lambda th: level_entropy(width * np.tan(th) / temp) / np.pi,
                0, np.pi / 2, limit=200)[0]


def chain_entropy(gam_plus, delta, gam_minus, temp, n=2500):
    """bath 1 - level b - level a - bath 2, all Majorana, bath hopping 1."""
    hop = np.concatenate([np.ones(n - 1), [np.sqrt(gam_plus), delta,
                                           np.sqrt(gam_minus)], np.ones(n - 1)])
    ev = eigh_tridiagonal(np.zeros(2 * n + 2), hop, eigvals_only=True,
                          lapack_driver='sterf')
    return 0.5 * np.sum(level_entropy(np.abs(ev) / temp))


g_plus, t_chain = 0.5, 0.005
reference = chain_entropy(g_plus, 0.0, 0.0, t_chain)
entropy_rows = []
for delta, g_minus in ((np.sqrt(0.004 * g_plus), 0.0),
                       (np.sqrt(0.004 * g_plus), 0.003)):
    s_chain = (chain_entropy(g_plus, delta, g_minus, t_chain)
               - reference + 0.5 * np.log(2))
    s_formula = resonant_entropy(g_minus + delta**2 / g_plus, t_chain)
    assert abs(s_chain - s_formula) < 0.005   # corrections of order width/g_plus
    entropy_rows.append((g_minus + delta**2 / g_plus, s_chain, s_formula))
assert abs(resonant_entropy(1e-5, 1.0) - 0.5 * np.log(2)) < 1e-4
assert resonant_entropy(1e3, 1.0) < 1e-3

# --- Test: thermal average by quadrature against the closed formula ---
for ratio in (0.1, 1.0, 10.0):
    integral = quad(lambda e: e**2 / (e**2 + ratio**2) / (4 * np.cosh(e / 2) ** 2),
                    -60, 60, points=[0], limit=300)[0]
    assert abs(integral - reduced_conductance(ratio, 1.0)) < 1e-7

# --- Test: second-order theory against its three limits (wc = 1) ---
ec_unit = np.pi / 2
hot = 40.0
hot_ratio = second_order_loss(hot, 1.0, 0.03, 0.01, 0.2) / (0.5 * 0.04)
hot_law = 1 + ec_unit / (3 * hot)          # classical series resistors + charging
assert abs(hot_ratio - hot_law) < 5e-4
cold = 0.01
cold_loss = second_order_loss(cold, 1.0, 3e-6, 1e-6, 0.3)
cold_majorana = 1 - reduced_conductance(majorana_width(ec_unit, 3e-6, 1e-6, 0.3), cold)
assert abs(cold_loss / cold_majorana - 1) < 5e-3
peak_loss = second_order_loss(cold, 1.0, 0.01, 0.01, 0.5)
peak_law = np.exp(EULER) * np.pi**3 * 0.01 * cold / (4 * ec_unit)
assert abs(peak_loss / peak_law - 1) < 0.02

# --- Worked example: energies in micro-eV, temperatures in mK ---
kb = const.k / const.e * 1e3               # micro-eV per mK
g_half = const.e**2 / (2 * const.h) * 1e6  # micro-siemens
ec, refl = 25.0, 0.04
wc = 2 * ec / np.pi
print(f"Coulomb gas / Pfaffian, largest relative error: {gas_error:.1e}")
print(f"pinning factor: sum {pin_sum:.4f}, exp(gamma_E) {np.exp(EULER):.4f}")
for row in andreev_rows:
    print("energy/width %.1f: Andreev probability lattice %.4f, formula %.4f" % row)
print(f"Kondo chain: Gamma_plus {g_plus}, T {t_chain} (bath hopping = 1)")
for row in entropy_rows:
    print("  width %.4f: entropy chain %.4f, formula %.4f (kB)" % row)
print(f"(1/2) ln 2 = {0.5*np.log(2):.4f} kB")
print(f"loss/(mean R) at T = 40 wc: computed {hot_ratio:.5f}, 1+E_C/3T {hot_law:.5f}")
print(f"loss at T = 0.01 wc, Ng 0.3: computed {cold_loss:.4e}, Majorana {cold_majorana:.4e}")
print(f"loss at T = 0.01 wc, R 0.01, Ng 0.5: computed {peak_loss:.4e}, linear law {peak_law:.4e}")
print(f"E_C = {ec:.1f} micro-eV = {ec/kb:.1f} mK; wc = {wc:.2f} micro-eV = {wc/kb:.1f} mK")
print(f"reflection probability per contact = {refl:.3f}")
print(f"e^2/2h = {g_half:.3f} micro-siemens")
gam_valley = majorana_width(ec, refl, refl, 0.0)
gam_peak = majorana_width(ec, refl, refl, 0.5)
print(f"Gamma in valley (Ng=0) = {gam_valley:.3f} micro-eV = {gam_valley/kb:.2f} mK")
print(f"Gamma at degeneracy (Ng=1/2) = {abs(gam_peak):.1e} micro-eV")
print("G/(e^2/2h) from the crossover law; loss from second order in reflection:")
for temp in (5, 10, 20, 40):
    valley = reduced_conductance(gam_valley, kb * temp)
    peak = reduced_conductance(gam_peak, kb * temp)
    loss = second_order_loss(kb * temp, wc, refl, refl, 0.5)
    print(f"  T {temp:2d} mK: peak {peak:.4f}, valley {valley:.4f}, "
          f"neglected peak loss {loss:.4f}")
print("gate scan at 10 mK:")
for gate in (0.5, 0.45, 0.4, 0.3, 0.2, 0.0):
    width = majorana_width(ec, refl, refl, gate)
    red = reduced_conductance(width, 10 * kb)
    print(f"  Ng {gate:.2f}: Gamma {abs(width)/kb:6.3f} mK, G/(e^2/2h) {red:.4f}, "
          f"G {red*g_half:.2f} micro-siemens")
x_half = brentq(lambda x: x * polygamma(1, 0.5 + x) - 0.5, 1e-3, 5)
print(f"half height reached at Gamma/(kB T) = {2*np.pi*x_half:.4f}")
for temp in (2.5, 5, 10):
    offset = np.arcsin(np.sqrt(2 * np.pi * x_half * kb * temp / gam_valley)) / np.pi
    print(f"  T {temp:4.1f} mK: half-height gate offset {offset:.4f} e")
refl_other = 0.03
gam_mis = majorana_width(ec, refl, refl_other, 0.5)
print(f"mismatch R = {refl}, {refl_other} at Ng=1/2: Gamma {gam_mis/kb*1e3:.1f} micro-K")
for temp in (10, 0.01):
    print(f"  crossover law at {temp} mK: G/(e^2/2h) {reduced_conductance(gam_mis, kb*temp):.4f}")
# rough sizes of the energies assumed very small or very large
density, volume, field, mass, g_factor = 6e28, 1e-18, 4.0, 0.067, 0.44
fermi = const.hbar**2 * (3 * np.pi**2 * density) ** (2 / 3) / (2 * const.m_e)
spacing = 2 * fermi / (3 * density * volume) / const.k * 1e6
zeeman = g_factor * const.physical_constants['Bohr magneton'][0] * field / const.k
cyclotron = const.hbar * const.e * field / (mass * const.m_e) / const.k
print(f"rough inputs: metal density {density:.0e} m^-3, island {volume*1e18:.0f} cubic micron,")
print(f"  field {field:.0f} T, mass {mass} m_e, g-factor {g_factor}")
print(f"island level spacing {spacing:.2f} micro-K; bare Zeeman {zeeman:.2f} K; "
      f"cyclotron {cyclotron:.0f} K")
assert spacing * 1e-3 < 5 and zeeman * 1e3 > 40 and gam_valley < ec
print("ALL CHECKS PASSED")
```

It prints:

```
Coulomb gas / Pfaffian, largest relative error: 2.2e-16
pinning factor: sum 1.7737, exp(gamma_E) 1.7811
energy/width 0.3: Andreev probability lattice 0.9176, formula 0.9174
energy/width 1.0: Andreev probability lattice 0.5004, formula 0.5000
energy/width 3.0: Andreev probability lattice 0.1002, formula 0.1000
Kondo chain: Gamma_plus 0.5, T 0.005 (bath hopping = 1)
  width 0.0040: entropy chain 0.2498, formula 0.2502 (kB)
  width 0.0070: entropy chain 0.2039, formula 0.2046 (kB)
(1/2) ln 2 = 0.3466 kB
loss/(mean R) at T = 40 wc: computed 1.01314, 1+E_C/3T 1.01309
loss at T = 0.01 wc, Ng 0.3: computed 1.3051e-04, Majorana 1.3043e-04
loss at T = 0.01 wc, R 0.01, Ng 0.5: computed 8.7820e-04, linear law 8.7892e-04
E_C = 25.0 micro-eV = 290.1 mK; wc = 15.92 micro-eV = 184.7 mK
reflection probability per contact = 0.040
e^2/2h = 19.370 micro-siemens
Gamma in valley (Ng=0) = 1.444 micro-eV = 16.75 mK
Gamma at degeneracy (Ng=1/2) = 0.0e+00 micro-eV
G/(e^2/2h) from the crossover law; loss from second order in reflection:
  T  5 mK: peak 1.0000, valley 0.1636, neglected peak loss 0.0095
  T 10 mK: peak 1.0000, valley 0.3451, neglected peak loss 0.0186
  T 20 mK: peak 1.0000, valley 0.5562, neglected peak loss 0.0349
  T 40 mK: peak 1.0000, valley 0.7336, neglected peak loss 0.0577
gate scan at 10 mK:
  Ng 0.50: Gamma  0.000 mK, G/(e^2/2h) 1.0000, G 19.37 micro-siemens
  Ng 0.45: Gamma  0.410 mK, G/(e^2/2h) 0.9685, G 18.76 micro-siemens
  Ng 0.40: Gamma  1.600 mK, G/(e^2/2h) 0.8845, G 17.13 micro-siemens
  Ng 0.30: Gamma  5.788 mK, G/(e^2/2h) 0.6577, G 12.74 micro-siemens
  Ng 0.20: Gamma 10.965 mK, G/(e^2/2h) 0.4753, G 9.21 micro-siemens
  Ng 0.00: Gamma 16.753 mK, G/(e^2/2h) 0.3451, G 6.68 micro-siemens
half height reached at Gamma/(kB T) = 1.0112
  T  2.5 mK: half-height gate offset 0.1270 e
  T  5.0 mK: half-height gate offset 0.1851 e
  T 10.0 mK: half-height gate offset 0.2832 e
mismatch R = 0.04, 0.03 at Ng=1/2: Gamma 75.2 micro-K
  crossover law at 10 mK: G/(e^2/2h) 0.9941
  crossover law at 0.01 mK: G/(e^2/2h) 0.0484
rough inputs: metal density 6e+28 m^-3, island 1 cubic micron,
  field 4 T, mass 0.067 m_e, g-factor 0.44
island level spacing 0.72 micro-K; bare Zeeman 1.18 K; cyclotron 80 K
ALL CHECKS PASSED
```
